Raman selection rules for TE and TM in a [110] silicon waveguide

**Question**

I am trying to understand polarisation in a silicon Raman amplifier. The waveguide runs along [110] on a (001) wafer. I have been told that a TE pump can amplify a TE Stokes wave, while a TM pump cannot amplify a TM Stokes wave, and that this follows from the three Raman tensors of the zone-centre phonon:

R_x = [0 0 0; 0 0 1; 0 1 0]
R_y = [0 0 1; 0 0 0; 1 0 0]
R_z = [0 1 0; 1 0 0; 0 0 0]

I put e = (1, 0, 0) for TE and e = (0, 0, 1) for TM and worked out e·R·e. I get zero for all three tensors in both cases, so TE looks as forbidden as TM. What have I done wrong? I also don't see whether the three contributions should be added before or after squaring. Finally, my mode solver shows that the TM mode has a field component along the guide. Does the rule survive that?

**Answer**

Your tensors are written in the cubic crystal axes, but (1, 0, 0) is not the TE direction of your guide. It lies at 45° to it. The fields and the tensors must be referred to the same axes. I'll take your three points in turn, beginning with the origin of the tensors, so that nothing rests on the matrices being quoted correctly.

**1. Where the tensors come from**

Let (R_j)_kl be the change in the kl component of the polarisability when the two silicon sublattices are displaced relative to each other along j. The tetrahedral symmetry operations about one atom map each sublattice onto itself, so the displacement transforms as an ordinary vector and R_jkl as a third-rank tensor.

A half-turn about x reverses y and z. An element can survive only if y and z together occur an even number of times among its three indices. The half-turns about y and z give the same condition for the other pairs. The numbers of x, y and z indices must therefore all be even or all be odd. They add up to three, so each letter occurs once.

The threefold rotation about [111] permutes x, y, z cyclically, and the mirror that exchanges x and y supplies the remaining permutations. All six surviving elements are equal. One constant is left, and in units of that constant we have your matrices. Written as a contraction with a phonon displaced along a unit vector u, they read

a·R_u·b = u_x(a_y b_z + a_z b_y) + u_y(a_x b_z + a_z b_x) + u_z(a_x b_y + a_y b_x).

I assume an unstrained crystal, one-phonon scattering, real tensors (photon energies far from electronic resonance) and a phonon wavevector close to zero. Silicon is nonpolar, so the three zone-centre modes have the same frequency, and I give them the same linewidth.

**2. Add before or after squaring?**

Each phonon has its own amplitude, so the squares are added. The driven oscillator shows this. Write each field as ½E exp(−iωt) plus its complex conjugate, and take the interaction energy density

U = −½ a Σ_j Q_j E·R_j·E,

where a is a real coupling constant. Define

A_j = E_s*·R_j·E_p,

with s for Stokes and p for pump. The product E·R_j·E contains the beat at Ω = ω_p − ω_s twice, because R_j is symmetric. The force on Q_j then has amplitude ½aA_j. For mass density μ, damping rate Γ and exact resonance,

μ(−Ω² − iΩΓ + Ω²)Q_j = ½aA_j, so Q_j = i aA_j/(2μΩΓ).

The polarisation is −∂U/∂E = a Σ_j Q_j R_j E. Its part at ω_s = ω_p − Ω has amplitude

P_s = ½a Σ_j Q_j* R_j E_p = −i [a²/(4μΩΓ)] Σ_j A_j* R_j E_p.

The mean power density that the Stokes field gives to the medium is

½ω_s Im(E_s*·P_s) = −[ω_s a²/(8μΩΓ)] Σ_j |A_j|².

The minus sign means that the field gains energy. For unit polarisation vectors, the quantity that decides the selection rule is

S(s,p) = Σ_j |e_s*·R_j·e_p|².

It does not depend on which three orthogonal phonon displacements are used. A change of basis replaces A_j by Σ_k O_jk A_k with O real and orthogonal, which leaves the sum of |A_j|² unchanged. We may therefore choose phonons that suit the guide.

**3. The tensors in the guide's own axes**

Take

t = (−1, 1, 0)/√2, the in-plane transverse direction (TE),
n = (0, 0, 1), the wafer normal (TM),
p = (1, 1, 0)/√2, the propagation direction.

As a subscript on a field, p still means pump. The crystal axes are x = (p − t)/√2 and y = (p + t)/√2. Write ab for the dyad that acts as c·(ab)·d = (c·a)(b·d). For a phonon displaced along n,

R_n = xy + yx
= ½[(p − t)(p + t) + (p + t)(p − t)]
= ½[pp + pt − tp − tt + pp − pt + tp − tt]
= pp − tt.

For a phonon displaced along p,

R_p = (R_x + R_y)/√2 = [(yn + ny) + (xn + nx)]/√2 = pn + np,

because (x + y)/√2 = p. For a phonon displaced along t,

R_t = (−R_x + R_y)/√2 = [−(yn + ny) + (xn + nx)]/√2 = −(tn + nt),

because (x − y)/√2 = −t.

The rules can now be read off:

TE to TE needs the element tt. It occurs in R_n with value −1, so S = 1.
TM to TM needs nn. It occurs in none of the three, so S = 0.
TE to TM, or TM to TE, needs tn or nt. These occur in R_t with value −1, so S = 1.

This is the result you were told, for purely transverse fields. The TE-TE process uses the phonon that vibrates along the wafer normal. The third line matters too: a TM pump is not inactive. It scatters into TE Stokes light with the same tensor strength as the TE-TE process.

**4. Why your calculation gave zero**

Let the guide make an angle φ with [100]. The TE direction is (−sin φ, cos φ, 0). It has no z component, so only the u_z term of the contraction survives, with amplitude 2(−sin φ)(cos φ) = −sin 2φ. Hence

S(TE,TE) = sin² 2φ.

Your vector (1, 0, 0) describes a guide along [010], for which TE-TE scattering does vanish as long as the fields are purely transverse. The [110] guide has φ = 45° and sits at the maximum. The TM direction stays along [001] for every φ, so for purely transverse fields rotating the guide in the plane does not open the TM-TM channel.

At a maximum, small errors enter squared. A guide misaligned by 1° loses sin² 2° = 1.2×10⁻³ of its TE-TE strength.

Tilting the wafer normal does open TM-TM. For a normal at angle δ from [001], towards azimuth α, put e = (sin δ cos α, sin δ sin α, cos δ). The three amplitudes are 2e_y e_z, 2e_x e_z and 2e_x e_y, so

S(TM,TM) = 4e_z²(e_x² + e_y²) + 4e_x²e_y² = sin² 2δ + sin⁴ δ sin² 2α.

A miscut of 0.5° gives 3.0×10⁻⁴. For the 1500 nm slab treated below, that is about a hundredth of the longitudinal-field effect for counter-propagating waves, but about half of it for co-propagating waves.

**5. The field along the guide**

Your mode solver has found the real limitation. Consider a silicon slab of thickness D between oxide layers, with fields varying as exp(iβz − iωt), z along p and Y along n. Write the TM field as

E = f(Y) n + i g(Y) p.

In the uniform core ∇·E = 0, so f′ + iβ(ig) = 0 and g = f′/β. The fundamental mode has

f = cos κY, g = −(κ/β) sin κY, κ² = n₁²k² − β²,

where k = 2π/λ and n₁, n₂ are the core and cladding indices. The longitudinal field is a quarter-cycle out of phase with the transverse one and is largest near the core's faces.

To find κ, let the cladding field be f = F exp[−γ(Y − D/2)], with γ² = β² − n₂²k². Continuity of the normal displacement gives n₁² cos(κD/2) = n₂²F. Continuity of the tangential field g gives κ sin(κD/2) = γF. Dividing the second by the first,

κ tan(κD/2) = (n₁²/n₂²) γ.

For the Stokes wave let d = +1 if it travels with the pump and d = −1 if it travels against it. Reversing β reverses g, so E_s = f_s n + i d g_s p. The contractions are

A_p = f_s(i g_p) + (−i d g_s)f_p = i(f_s g_p − d g_s f_p),
A_n = (−i d g_s)(i g_p) = d g_s g_p,
A_t = 0.

The local TM-TM strength is therefore

Σ|A_j|² = (f_s g_p − d g_s f_p)² + g_s² g_p².

It is zero if both longitudinal fields vanish. Direction matters: for co-propagating waves of nearly equal profile the first bracket almost cancels, while for counter-propagating waves its two terms add.

To compare guides, define L as the integral of this strength over the core, divided by the core integral of |E_s|²|E_p|². L equals 1 for a purely transverse TE-TE pair. It is a selection factor and not a full ratio of modal gains, which would also need the power carried by each mode and its confinement.

In a thick guide κD approaches π for both waves. Over the core the averages of cos⁴, sin⁴ and sin²cos² are then 3/8, 3/8 and 1/8. With r = κ/β for each wave, the first bracket is −(r_p − d r_s) sin κY cos κY, so to leading order

counter-propagating: L ≈ (r_p + r_s)²/3,
co-propagating: L ≈ (r_p − r_s)²/3 + r_p² r_s².

I keep the last term because the first contains only a small difference.

**6. Numbers for an amplifier**

Take rough typical values for a micrometre-scale rib amplifier: a 1550 nm pump, a Raman shift of 15.6 THz, silicon 1500 nm thick, and indices 3.48 and 1.44 at both wavelengths. The pump frequency is 193.4 THz, so the Stokes frequency is 177.8 THz and the Stokes wavelength 1686 nm.

For the 1500 nm slab the mode equation gives r_p = 0.147 and r_s = 0.160. The thick-guide formula then gives

L ≈ (0.1474 + 0.1604)²/3 = 0.0316

for counter-propagating TM-TM scattering. Integration over the actual mode also gives 0.0316. Agreement this close is partly luck: including the neglected term r_p²r_s² would raise the estimate by about 1.8%, while including the longitudinal part of the denominator would lower it by about 1.6%. For co-propagating waves the estimate is 6.2×10⁻⁴ and the integrated value 5.7×10⁻⁴. In this slab the TM-TM factor is therefore about 3% against the pump and below 0.1% along it. The second figure should not be carried over to a rib. Sideways confinement gives the TM mode of a rib a small field along t, which couples to the main field along n through R_t. This contribution does not cancel for co-propagating waves and can exceed the small slab value.

Now keep the wavelengths and materials and reduce the thickness to 220 nm. The ratios become r_p = 1.37 and r_s = 1.52, so the longitudinal field is no longer a correction. The integrated factors are

L = 0.46 co-propagating, L = 1.07 counter-propagating.

The TM-TM zero has gone, although this does not make the TM-TM gain equal to the TE-TE gain: L divides out the field in the core, and a TM mode this thin keeps less of its field there for a given power. In an oxide-clad wire about 500 nm wide and 220 nm thick, the TM-TM gain at equal powers is roughly 0.1 (co-propagating) to 0.2 (counter-propagating) of the TE-TE gain. A value above 1 is legitimate. If the two waves have equal profiles and a local fraction q of |E|² is longitudinal, the counter-propagating strength divided by |E|⁴ is

4q(1 − q) + q² = 4q − 3q²,

which exceeds 1 for q between 1/3 and 1. Near the faces of this thin core q lies in that range.

TE modes acquire a longitudinal field as well, from lateral confinement. With E = f t + i g p, only R_n contributes, and the local strength is (f_s f_p − d g_s g_p)². For a core 1500 nm wide, with lateral confinement alone, L is 0.969 for co-propagating and 0.9999 for counter-propagating waves. The permitted process thus loses at most about 3% at this width. The loss grows in narrow guides: in a wire about 500 nm wide and 220 nm thick, the co-propagating TE-TE factor falls to about two thirds.

**7. Is the permitted gain useful?**

Put 0.5 W into an effective area of 1.6 µm², or 1.6×10⁻⁸ cm². The intensity is

I = 0.5 W/(1.6×10⁻⁸ cm²) = 31 MW/cm² = 0.03125 GW/cm².

With a Raman coefficient of 10 cm/GW for S = 1, the local TE-TE gain is

10 × 0.03125 = 0.31 cm⁻¹, or 1.36 dB/cm.

Two absorption processes compete with it. Two-photon absorption of the pump alone follows dI/dz = −bI², with b = 0.5 cm/GW. In amplitude form the loss is proportional to |A|²A. For A = A_p + A_s with a weak signal, the part at the Stokes frequency is 2|A_p|²A_s, so the signal is absorbed at the rate

2bI = 2 × 0.5 × 0.03125 = 0.031 cm⁻¹,

if the same b applies to one pump photon and one Stokes photon.

Each electron-hole pair takes two pump photons. For a carrier lifetime τ = 1 ns the steady density is

N = τbI²/(2hν_p) = 1.9×10¹⁵ cm⁻³.

With a free-carrier cross-section of 1.7×10⁻¹⁷ cm², the absorption is 0.032 cm⁻¹. What remains of the gain is 0.3125 − 0.0312 − 0.0324 = 0.249 cm⁻¹, before linear propagation loss. This is the value at the input, where the pump is strongest.

The carrier term is proportional to τ. At this intensity it would cancel the gain left after two-photon absorption when τ reaches about (0.3125 − 0.0312)/0.0324 ≈ 8.7 ns. With these values, net gain at the input requires a carrier lifetime below about 9 ns, and a shorter one once linear propagation loss is included. This limit depends strongly on the inputs. Without linear loss, a Raman coefficient of 5 cm/GW would lower it to about 4 ns, while halving the intensity would double it. Further along the guide the pump is weaker, and carrier absorption falls as I² while the Raman gain falls only as I. The limit for a whole amplifier must therefore be found by integrating the pump and signal along its length.

Temperature and phonon wavevector do not alter the rule appreciably. The phonon energy is 64.5 meV, so its thermal occupation at 300 K is 0.090. Spontaneous Stokes scattering is raised by 9% over its zero-temperature value, by the same factor in every polarisation channel, and a zero stays zero. For counter-propagating TM waves in the thick slab the phonon wavevector is 0.0023 of 2π/a, with a = 0.543 nm, which supports the use of zone-centre tensors.

**8. How this compares with real guides**

Micrometre-scale silicon ribs pumped near 1550 nm, with a reverse-biased diode to sweep out carriers, are a real device type, and the dimensions, power and 1 ns lifetime above are of that kind. The Raman coefficient is an uncertain input: reported values differ widely, and the gain scales directly with it. One assumption that real guides break is that of transverse fields. In the slab model at 1500 nm this moves the TM-TM factor from 0 to about 0.03 for counter-propagating waves and about 0.0006 for co-propagating waves. At 220 nm the selection factor is of order one in both cases, though the modal TM-TM gain stays several times below the TE-TE gain. A real rib or strip is confined in both directions and may have air on some sides, so its own vector mode fields should be put into Σ_j|E_s*·R_j·E_p|² before a figure is relied on.

So for a micrometre-scale guide the rule you were told is a good approximation, not an exact zero: for silicon 1 to 2 µm thick, expect a TM-TM remainder of a few per cent when the Stokes wave travels against the pump. In the slab model it falls roughly as the inverse square of the thickness, from about 7% at 1 µm to about 0.3% at 5 µm. Remember too that TM pump light still scatters into TE. For a 220 nm guide, treat the TM-TM zero as a property of the idealised polarisation vectors and not of the mode. The numerical output below lists the values to more digits.

Computed results

```
Free constants in Raman tensor: 1
S TE-TE: 1.000
S TM-TM: 0.000
S TE-TM (Stokes TE, pump TM): 1.000
S TM-TE (Stokes TM, pump TE): 1.000
Pump wavelength: 1550 nm
Raman shift: 15.6 THz
Stokes wavelength: 1686.0 nm
Core, cladding index: 3.48, 1.44
Pump power: 0.50 W
Effective area: 1.60 um2
Pump intensity: 31.25 MW/cm2
Raman coefficient for S=1: 10.0 cm/GW
TE-TE local gain: 0.3125 1/cm
TE-TE local gain: 1.357 dB/cm
1500 nm slab TM index, pump: 3.4428
1500 nm slab TM index, Stokes: 3.4361
1500 nm slab kappa/beta, pump: 0.1474
1500 nm slab kappa/beta, Stokes: 0.1604
1500 nm slab L TM-TM forward: 5.744e-04
1500 nm slab L TM-TM backward: 3.160e-02
220 nm slab TM index, pump: 2.0527
220 nm slab TM index, Stokes: 1.9095
220 nm slab kappa/beta, pump: 1.3690
220 nm slab kappa/beta, Stokes: 1.5236
220 nm slab L TM-TM forward: 4.623e-01
220 nm slab L TM-TM backward: 1.070e+00
Thick-guide estimate of backward L: 3.159e-02
1500 nm wide guide, lateral confinement only:
  L TE-TE forward: 0.9689
  L TE-TE backward: 0.9999
Guide misalignment: 1.0 deg
Resulting fractional TE-TE loss: 1.218e-03
Wafer miscut: 0.5 deg
Resulting S TM-TM: 3.046e-04
Two-photon coefficient: 0.50 cm/GW
Cross two-photon absorption: 0.0312 1/cm
Carrier lifetime: 1.0 ns
Carrier density: 1.905e+15 1/cm3
Free-carrier cross-section: 1.70e-17 cm2
Free-carrier absorption: 0.0324 1/cm
Gain less these two losses: 0.2489 1/cm
Phonon energy: 64.52 meV
Phonon occupation at 300 K: 0.0899
Lattice constant: 0.543 nm
Backward phonon q/(2 pi/a): 2.313e-03
```
